\section*{Adsorption in a Spherical Cavity with a Small Mouth}

\section{Problem}

A spherical cavity of radius $R$ opens to a dilute gas through a circular mouth with a knife edge. The mouth is made by cutting a cap off the sphere with a plane. The area of the missing cap is a fraction $f$ of the area $4\pi R^2$ of the full sphere. The gas outside is isotropic, and molecules cross the flat opening into the cavity.

Inside, molecules fly in straight lines without meeting one another. At each wall hit a molecule sticks for good with probability $s$. Otherwise it leaves promptly by the cosine law: the probability of emission into solid angle $d\Omega$ at angle $\vartheta$ to the wall normal is $\cos\vartheta\,d\Omega/\pi$, whatever the direction of arrival. Take $f=0.01$ and $s=0.01$.

\begin{enumerate}
\item Estimate by scaling the fraction $P$ of entering molecules that eventually adsorb.
\item Find $P$ without assuming that $f$ and $s$ are small, and show that it is close to one half. Which sticking probability makes it equal to one half?
\item Sticking uses up surface sites. Let $s=s_0(1-\theta)$, where $\theta$ is the fraction of sites filled. How does the captured fraction change as the wall fills?
\end{enumerate}

\section{First estimate by scaling}

A molecule inside the cavity has two possible fates. Per wall hit, it sticks with probability $s$. Per flight, it finds the mouth with a probability of order $f$, if flights spread evenly over the sphere. When both numbers are small, the fates compete like two slow decay channels, and each takes a share proportional to its rate:
\begin{equation}
P_0=\frac{s}{s+f}=\frac{0.01}{0.01+0.01}=\frac12 .
\label{eq:scaling}
\end{equation}
The number of hits is of order $1/(s+f)=50$. A wall that reflects 99 molecules out of 100 can thus capture about half of those that enter, because each has many chances to stick. The estimate leaves two points open: whether flights do spread evenly, and what happens when $s$ and $f$ are not small.

\section{Exact solution}

\subsection{Areas}

Let $\alpha$ be the angle between the mouth axis and the rim, seen from the centre. The cap has height $R(1-\cos\alpha)$ and area $2\pi R^2(1-\cos\alpha)$, so
\begin{equation}
f=\frac{1-\cos\alpha}{2},\qquad \cos\alpha=1-2f .
\end{equation}
The flat opening has radius $a=R\sin\alpha$. Its area is
\begin{align}
A_{\rm o}&=\pi R^2(1-\cos^2\alpha)
=\pi R^2\left[1-(1-2f)^2\right]\nonumber\\
&=4\pi R^2 f(1-f).
\end{align}
The remaining wall has area $A_{\rm w}=4\pi R^2(1-f)$, and therefore $A_{\rm o}/A_{\rm w}=f$.

\subsection{Where a flight ends}

Consider a flight of length $r$ from one wall point to an element $dA'$ of the full sphere. The element subtends the solid angle $\cos\vartheta'\,dA'/r^2$, where $\vartheta'$ is the angle between the path and the normal at $dA'$. The cosine law gives the probability
\begin{equation}
dp=\frac{\cos\vartheta\,\cos\vartheta'}{\pi r^2}\,dA' .
\label{eq:kernel}
\end{equation}
The two end points and the centre form an isosceles triangle with equal sides $R$. Hence $\vartheta'=\vartheta$ and $r=2R\cos\vartheta$, so that
\begin{equation}
dp=\frac{\cos^2\vartheta}{4\pi R^2\cos^2\vartheta}\,dA'=\frac{dA'}{4\pi R^2}.
\label{eq:uniform}
\end{equation}
The end point is uniformly distributed over the full sphere, wherever the flight began. The plane of the mouth separates the missing cap from the wall, so a path from the wall crosses the flat opening if and only if it would have struck the cap. Each flight from the wall therefore escapes with probability $f$ and returns to the wall with probability $1-f$.

\subsection{Adsorbed fraction}

A molecule that has just entered must hit the wall at least once, since it cannot recross the plane of the mouth on a straight path. Let $P$ be the probability of eventual adsorption at the moment of a wall hit. It is the same for every hit, because the escape probability does not depend on position. The molecule either sticks at once, or it is re-emitted, returns to the wall and faces the same prospects:
\begin{equation}
P=s+(1-s)(1-f)P .
\end{equation}
Collecting the terms in $P$ and using $1-(1-s)(1-f)=s+f-sf$ gives
\begin{equation}
P=\frac{s}{s+f(1-s)} .
\label{eq:P}
\end{equation}
For the stated values,
\begin{equation}
P=\frac{0.01}{0.01+0.01\times0.99}=\frac{0.01}{0.0199}=0.5025 .
\end{equation}
This exceeds one half by about a quarter of a percentage point. Equality with one half requires $s=f(1-s)$, or
\begin{equation}
s=\frac{f}{1+f}=0.009901 .
\end{equation}
The reason for the slight excess at $s=f$ is the order of events. Sticking is tried first at each hit, and escape is open to those molecules that did not stick.

The mean number of hits $N$ follows in the same way. There is one hit for certain, and with probability $(1-s)(1-f)$ the count starts afresh:
\begin{equation}
N=1+(1-s)(1-f)N
\quad\Rightarrow\quad
N=\frac{1}{s+f(1-s)}=\frac{P}{s}=50.25 .
\end{equation}
Without sticking it would be $1/f=100$.

\section{Comparison of the two}

Dividing Eq.~\eqref{eq:scaling} by Eq.~\eqref{eq:P} gives
\begin{equation}
\frac{P_0}{P}=\frac{s+f-sf}{s+f}=1-\frac{sf}{s+f}.
\end{equation}
The scaling estimate is low by the fraction $sf/(s+f)$ of the exact result, here $10^{-4}/0.02=0.5\,\%$. For a wide mouth and a reactive wall, $f=0.3$ and $s=0.2$, the shortfall is $0.06/0.5=12\,\%$: the estimate gives $0.400$ and Eq.~\eqref{eq:P} gives $0.4545$.

The limits show what the estimate misses. If $s\ll f$ and $f\ll1$, both expressions tend to $s/f$, the sticking probability times the number of hits. If $f\to0$ at fixed $s$, both tend to one, since a molecule that cannot get out must stick in the end. If $f\to1$, the cavity becomes a shallow dish. Equation~\eqref{eq:P} then gives $P=s$, as it must for a single hit, whereas the estimate gives $s/(1+s)$. If $s=1$, the exact result is $P=1$ for any mouth, while the estimate wrongly lets some molecules escape before their first hit.

\section{Filling of the wall}

To follow the coverage, we need to know where the hits fall. By Eq.~\eqref{eq:uniform}, all hits after the first are uniform over the wall. For the first hit, an isotropic gas sends molecules through each element of the opening with the cosine law. The kernel in Eq.~\eqref{eq:kernel} is symmetric in its two ends, so the probability of a first hit in the wall element $dA$ is
\begin{equation}
\frac{1}{A_{\rm o}}\int_{\rm opening}\frac{\cos\vartheta\cos\vartheta'}{\pi r^2}\,dA'\,dA
=\frac{f\,dA}{A_{\rm o}}=\frac{dA}{A_{\rm w}} .
\end{equation}
The integral is the probability $f$ that a flight from $dA$ leaves through the opening. The first hit is uniform too, and a wall that starts bare fills evenly.

Let $J$ be the number of molecules crossing unit area of the opening per unit time, and $\sigma$ the number adsorbed per unit wall area at saturation. If a visit is short compared with the filling time, $P$ can be evaluated at the current coverage:
\begin{equation}
\sigma A_{\rm w}\frac{d\theta}{dt}=JA_{\rm o}P(\theta).
\end{equation}
With the scaled dose $\tau=Jt/\sigma$ and $A_{\rm o}/A_{\rm w}=f$, this becomes
\begin{equation}
\frac{d\theta}{d\tau}=\frac{fs}{f+(1-f)s},
\qquad
\frac{d\tau}{d\theta}=\frac{1}{s_0(1-\theta)}+\frac{1-f}{f}.
\end{equation}
Integration from a bare wall yields
\begin{equation}
\tau=-\frac{\ln(1-\theta)}{s_0}+\frac{1-f}{f}\,\theta .
\label{eq:dose}
\end{equation}
The first term is the dose that a flat, fully exposed surface would need. The second is the extra dose due to supply through a small mouth. The number captured is $\sigma A_{\rm w}\theta$ and the number that entered is $JA_{\rm o}t$, so the captured fraction averaged over the dose is
\begin{equation}
\bar P=\frac{\sigma A_{\rm w}\theta}{JA_{\rm o}t}=\frac{\theta}{f\tau}.
\end{equation}
For $s_0=f=0.01$ and $\theta=0.5$, Eq.~\eqref{eq:dose} gives $\tau=69.3+49.5=118.8$, hence $\bar P=0.5/1.188=0.42$. At that moment $s=0.005$, and a newly entering molecule adsorbs with probability $0.33$. At $\theta=0.9$ the average is $0.28$ and the current value is $0.09$. Capture of about one half thus belongs to a nearly bare wall; at $\theta=0.1$ the average is still $0.49$.

\section{A pore in atomic layer deposition}

Take a pore with $R=50$ nm exposed to pure trimethylaluminium vapour at $0.1$ Torr and $473$ K, conditions in the regime of alumina deposition. The assumed sticking probability $0.01$, saturation density $\sigma=4$ nm$^{-2}$ and molecular diameter $d=0.6$ nm are rough values. The mouth radius is $a=50\sin(11.48^\circ)=9.95$ nm. With molecular mass $m=72.09$ u, kinetic theory gives
\begin{equation}
J=\frac{p}{\sqrt{2\pi mk_{\rm B}T}}=1.90\times10^5\ \mathrm{nm^{-2}\,s^{-1}} .
\end{equation}
Half coverage then takes $t=\sigma\tau/J=4\times118.8/(1.90\times10^5)$ s $=2.5$ ms, and $90\,\%$ coverage takes $6.7$ ms. A real dose is meant to saturate the surface, so the assumption of constant sticking fails during the dose itself and the average capture falls well below one half.

Two assumptions of the model are safe here. No flight is longer than $2R$, and a visit has on average $N+1$ flights at most, so on the bare wall the mean path is below $51.25\times100$ nm $=5.1\ \mu$m. The hard-sphere mean free path $k_{\rm B}T/(\sqrt2\,\pi d^2p)$ is about $0.3$ mm, which leaves fewer than about $0.02$ gas collisions per visit. A carrier gas at higher pressure would require a new estimate. At the mean thermal speed of $373$ m/s the flights of a visit take less than about $14$ ns, far below the filling time, provided that molecules that do not stick are not held long on the wall. As the wall fills, $s$ falls and $N$ rises towards $1/f=100$. This at most doubles the bounds on path, collisions and flight time, so both assumptions remain safe.

Other assumptions matter more. With the mouth held fixed, a sticking probability three times smaller or larger changes the initial $P$ to $0.25$ or $0.76$. The true value may lie outside this range, since estimates for trimethylaluminium from conformality experiments are often nearer $10^{-3}$. For $s_0=10^{-3}$, Eq.~\eqref{eq:P} gives $P=0.09$ and half coverage takes about $16$ ms. A film 2 nm thick narrows the mouth to $a=7.95$ nm and the sphere to $R=48$ nm. If the edge stays sharp and $s$ is unchanged, $f$ drops to $0.0069$ and the bare-wall $P$ rises to $0.59$. A neck of finite length is not included.

The cosine law matters too. As an extreme case, I replaced it by perfect mirror reflection, followed 40\,000 randomly chosen entering molecules for up to 1500 hits, and averaged $1-(1-s)^n$ over their numbers of hits $n$. The result is $P=0.159$, with a standard error of $0.001$.

The drop can be understood from the geometry. A mirror-reflected path stays in one plane through the centre, and that plane must cut the missing cap if the path came from outside. In a closed sphere filled with isotropic gas, such planes carry a fraction $\sin\alpha$ of all hits, because the component of an isotropic unit normal along the mouth axis is uniformly distributed. Without sticking, paths connected to the outside carry the same intensity as in the closed sphere. Subtracting the hits on the cap itself and dividing by the entry rate $JA_{\rm o}$ bounds the mean number of wall hits:
\begin{equation}
\langle n\rangle\le\frac{4\pi R^2J(\sin\alpha-f)}{4\pi R^2Jf(1-f)}
=\frac{0.199-0.01}{0.0099}=19.1 .
\end{equation}
Since $1-(1-s)^n\le sn$, it follows that $P\le0.191$. Mirror reflection confines each molecule to a plane that passes through the mouth, and it escapes after far fewer hits on average than the 100 of the diffuse wall. In an exact sphere at $s=f=0.01$, a capture of about one half therefore needs some diffuse re-emission. The confinement to a plane is a symmetry of the exact sphere, and most of the drop depends on it. In a triaxial ellipsoid with semi-axes $R$, $1.02R$ and $0.98R$, with the mouth axis equally inclined to the three principal axes and the same $A_{\rm o}/A_{\rm w}$, pure mirror reflection gives $P\approx0.39$. The value $0.159$ should therefore not be read as the effect of specular walls in a real pore. The perfect mirror is a limiting case: even occasional diffuse re-emission moves a molecule into other planes, including planes that miss the mouth, and so raises the capture.

All numerical values are calculated from the stated model.
